# Flux Ratio of Ga and Sb2 Beams from Ion-Gauge Readings: verification in Python

```python
"""Flux ratio of two molecular beams from ion-gauge readings.

Result under test, for beams A and B:
  J_A/J_B = (P_A/P_B) (eta_B/eta_A) sqrt(T_A m_B / (T_B m_A))
J: molecular flux; P: nitrogen-equivalent reading, background removed;
eta: ionization sensitivity relative to N2; m: molecular mass;
T: temperature of the last surface that the molecules leave.
The gauge responds to density. Its readings are simulated here from the
transit times of molecules that escape from a Maxwell gas in a cell.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

k_B = const.k
torr = const.torr
rng = np.random.default_rng(12345)

# Inputs: standard atomic masses and round operating values
mass_Ga = 69.723 * const.atomic_mass
mass_Sb = 121.760 * const.atomic_mass
T_Ga, T_Sb, T_gauge = 1200.0, 1250.0, 300.0
open_Ga, closed_Ga = 4.05e-7, 5.0e-9       # Torr
open_Sb, closed_Sb = 1.65e-6, 5.0e-8       # Torr
P_Ga = (open_Ga - closed_Ga) * torr
P_Sb = (open_Sb - closed_Sb) * torr
opening_radius, distance = 0.01, 0.15      # m
lattice = 0.61e-9                          # m, rough value for GaSb


def sensitivity(electrons):
    """Empirical linear rule, equal to one for N2."""
    return 0.6 + 0.4 * electrons / 14.0


def mean_speed(mass, temperature):
    return np.sqrt(8 * k_B * temperature / (np.pi * mass))


def flux_from_reading(pressure, eta, mass, temperature):
    density = pressure / (eta * k_B * T_gauge)
    return density * mean_speed(mass, temperature)


def escaped_speeds(mass, temperature, count=3_000_000):
    """Speeds of cell molecules that reach the opening within one second."""
    width = np.sqrt(k_B * temperature / mass)
    velocity = rng.normal(size=(3, count)) * width
    depth = rng.random(count) * 6 * width
    escaped = velocity[2] > depth
    return np.sqrt((velocity[:, escaped] ** 2).sum(axis=0))


def simulated_reading(flux, eta, speeds):
    """Gauge reading from ionization during each molecule's transit."""
    rate_N2, length = 1.0, 0.02            # 1/s, m
    chance = -np.expm1(-eta * rate_N2 * length / speeds)
    ions_per_area = flux * chance.mean()
    ions_per_area_per_pascal = rate_N2 * length / (k_B * T_gauge)
    return ions_per_area / ions_per_area_per_pascal


eta_Ga = sensitivity(31)
eta_Sb1, eta_Sb2, eta_Sb4 = (sensitivity(51 * n) for n in (1, 2, 4))

# Test 1: speed averaged over the molecules present in the beam
for mass, temperature in ((mass_Ga, T_Ga), (2 * mass_Sb, T_Sb)):
    width = np.sqrt(k_B * temperature / mass)
    top = quad(lambda x: x**3 * np.exp(-x * x / 2), 0, 12)[0]
    bottom = quad(lambda x: x**2 * np.exp(-x * x / 2), 0, 12)[0]
    assert abs(width * top / bottom / mean_speed(mass, temperature) - 1) < 1e-7

# Test 2: known fluxes are recovered from simulated gauge readings
# Sampling error is near 0.12 percent per beam
beams = {
    "Ga": (mass_Ga, T_Ga, eta_Ga, 5.0e18),
    "Sb1": (mass_Sb, T_Sb, eta_Sb1, 9.0e18),
    "Sb2": (2 * mass_Sb, T_Sb, eta_Sb2, 7.0e18),
    "Sb4": (4 * mass_Sb, T_Sb, eta_Sb4, 3.0e18),
}
reading, recovered = {}, {}
for name, (mass, temperature, eta, flux) in beams.items():
    speeds = escaped_speeds(mass, temperature)
    reading[name] = simulated_reading(flux, eta, speeds)
    recovered[name] = flux_from_reading(reading[name], eta, mass, temperature)
    assert abs(recovered[name] / flux - 1) < 0.006
ratio_put_in = beams["Sb2"][3] / beams["Ga"][3]
ratio_formula = (reading["Sb2"] / reading["Ga"] * eta_Ga / eta_Sb2
                 * np.sqrt(T_Sb * mass_Ga / (T_Ga * 2 * mass_Sb)))
ratio_reversed = ratio_formula * T_Ga / T_Sb   # 1/sqrt(T) in place of sqrt(T)
assert abs(ratio_formula / ratio_put_in - 1) < 0.008
assert abs(ratio_reversed / ratio_put_in - 1) > 0.02

# Test 3: calibration at equal atomic fluxes needs no sensitivities
true_eta_Ga, true_eta_Sb2, T_cal = 1.3, 4.4, 1000.0
speeds_Ga = escaped_speeds(mass_Ga, T_Ga)
speeds_cal = escaped_speeds(2 * mass_Sb, T_cal)
speeds_use = escaped_speeds(2 * mass_Sb, T_Sb)
read_Ga = simulated_reading(5e18, true_eta_Ga, speeds_Ga)
R_cal = simulated_reading(2.5e18, true_eta_Sb2, speeds_cal) / read_Ga
R_use = simulated_reading(4.5e18, true_eta_Sb2, speeds_use) / read_Ga
atomic_from_cal = R_use / R_cal * np.sqrt(T_Sb / T_cal)
assert abs(atomic_from_cal / 1.8 - 1) < 0.01

# Test 4: density and flux from a finite opening, summed over its area
n_r, n_phi = 400, 64
radii = (np.arange(n_r) + 0.5) * opening_radius / n_r
angles = (np.arange(n_phi) + 0.5) * 2 * np.pi / n_phi
r, phi = np.meshgrid(radii, angles, indexing="ij")
area_element = r * (opening_radius / n_r) * (2 * np.pi / n_phi)
path = np.hypot(r, distance)
weight = area_element * (distance / path) / (4 * np.pi * path**2)
density_fraction = weight.sum()
point_fraction = opening_radius**2 / (4 * distance**2)
cos_edge = distance / np.hypot(opening_radius, distance)
opening_factor = (weight * distance / path).sum() / density_fraction
assert abs(density_fraction / point_fraction - 1) < 0.005
assert abs(opening_factor - (1 + cos_edge) / 2) < 1e-7
tilt = np.radians(40)
toward_normal = (-r * np.cos(phi) * np.sin(tilt)
                 + distance * np.cos(tilt)) / path
tilted_factor = (weight * toward_normal).sum() / density_fraction
assert abs(tilted_factor / opening_factor - np.cos(tilt)) < 1e-7

# Test 5: density of molecules re-emitted by an extended wall
T_wall, returned = 400.0, 0.05
width_wall = np.sqrt(k_B * T_wall / (2 * mass_Sb))
inverse_normal_speed = (
    quad(lambda x: np.exp(-x * x / 2), 0, 12)[0]
    / quad(lambda x: x * np.exp(-x * x / 2), 0, 12)[0] / width_wall)
extra_density = returned * mean_speed(2 * mass_Sb, T_Sb) * inverse_normal_speed
assert abs(extra_density - 2 * returned * np.sqrt(T_Sb / T_wall)) < 1e-7

# Worked example
n_Ga = P_Ga / (eta_Ga * k_B * T_gauge)
n_Sb2 = P_Sb / (eta_Sb2 * k_B * T_gauge)
J_Ga = flux_from_reading(P_Ga, eta_Ga, mass_Ga, T_Ga)
J_Sb2 = flux_from_reading(P_Sb, eta_Sb2, 2 * mass_Sb, T_Sb)
reading_ratio = P_Sb / P_Ga
sensitivity_factor = eta_Ga / eta_Sb2
mass_factor = np.sqrt(mass_Ga / (2 * mass_Sb))
temperature_factor = np.sqrt(T_Sb / T_Ga)
molecular_ratio = (reading_ratio * sensitivity_factor
                   * mass_factor * temperature_factor)
assert abs(molecular_ratio / (J_Sb2 / J_Ga) - 1) < 1e-12
atomic_ratio = 2 * molecular_ratio
layers_per_second = J_Ga * lattice**2 / 2
growth_nm_s = layers_per_second * lattice / 2 * 1e9

# Sizes of neglected effects
atomic_low = atomic_ratio * 0.8 / 1.2
atomic_high = atomic_ratio * 1.2 / 0.8
atomic_Sb4 = 4 * flux_from_reading(P_Sb, eta_Sb4, 4 * mass_Sb, T_Sb) / J_Ga
atomic_Sb1 = flux_from_reading(P_Sb, eta_Sb1, mass_Sb, T_Sb) / J_Ga
angle_factor = np.cos(np.radians(40)) / np.cos(np.radians(30))
diameter_Ga, diameter_Sb2 = 0.4e-9, 0.6e-9   # rough collision diameters


def knudsen_number(beam_density, diameter):
    cell_density = beam_density / density_fraction
    free_path = 1 / (np.sqrt(2) * np.pi * diameter**2 * cell_density)
    return free_path / (2 * opening_radius)


# All enthalpy (9/2 kT for a classical diatomic) turned into forward motion
jet_factor = (np.sqrt(9 * k_B * T_Sb / (2 * mass_Sb))
              / mean_speed(2 * mass_Sb, T_Sb))
electron_speed = np.sqrt(2 * 150 * const.e / const.m_e)

print(f"Ga reading open, closed: {open_Ga:.2e}, {closed_Ga:.1e} Torr")
print(f"Sb reading open, closed: {open_Sb:.2e}, {closed_Sb:.1e} Torr")
print(f"Net readings Ga, Sb: {P_Ga/torr:.2e}, {P_Sb/torr:.2e} Torr")
print(f"T of Ga, Sb, gauge: {T_Ga:.0f}, {T_Sb:.0f}, {T_gauge:.0f} K")
print(f"Masses Ga, Sb2: {mass_Ga/const.atomic_mass:.3f}, "
      f"{2*mass_Sb/const.atomic_mass:.3f} u")
print(f"Sensitivity Ga, Sb2: {eta_Ga:.3f}, {eta_Sb2:.3f} (N2 = 1)")
print(f"Sensitivity Sb, Sb4: {eta_Sb1:.3f}, {eta_Sb4:.3f} (N2 = 1)")
print(f"Beam density Ga, Sb2: {n_Ga/1e6:.3e}, {n_Sb2/1e6:.3e} cm^-3")
print(f"Mean speed Ga, Sb2: {mean_speed(mass_Ga, T_Ga):.1f}, "
      f"{mean_speed(2*mass_Sb, T_Sb):.1f} m/s")
print(f"Flux Ga, Sb2: {J_Ga/1e4:.3e}, {J_Sb2/1e4:.3e} cm^-2 s^-1")
print(f"Reading ratio Sb/Ga: {reading_ratio:.3f}")
print(f"Sensitivity factor: {sensitivity_factor:.4f}")
print(f"Mass factor: {mass_factor:.4f}")
print(f"Temperature factor: {temperature_factor:.4f}")
print(f"Molecular flux ratio Sb2/Ga: {molecular_ratio:.3f}")
print(f"Atomic flux ratio Sb/Ga: {atomic_ratio:.3f}")
print(f"Atomic ratio, reversed T law: {atomic_ratio*T_Ga/T_Sb:.3f}")
print(f"Reading ratio for equal atoms: {reading_ratio/atomic_ratio:.3f}")
print(f"GaSb lattice parameter, rough: {lattice*1e9:.2f} nm")
print(f"Ga-limited growth: {layers_per_second:.3f} layers/s")
print(f"Ga-limited growth: {growth_nm_s:.3f} nm/s = "
      f"{growth_nm_s*3.6:.2f} um/h")
print(f"Simulation, Sb2/Ga flux put in: {ratio_put_in:.4f}")
print(f"Simulation, recovered: {ratio_formula:.4f}")
print(f"Simulation, reversed T law: {ratio_reversed:.4f}")
print(f"Calibration test, Sb T: {T_cal:.0f} then {T_Sb:.0f} K")
print(f"Calibration test, atomic ratio: {atomic_from_cal:.4f} (put in 1.8)")
print(f"Atomic ratio, 20% sensitivity errors: "
      f"{atomic_low:.2f} to {atomic_high:.2f}")
print(f"Atomic ratio if all Sb4: {atomic_Sb4:.3f}")
print(f"Atomic ratio if all Sb atoms: {atomic_Sb1:.3f}")
print(f"Wall: T {T_wall:.0f} K, re-emitted share {100*returned:.0f} %")
print(f"Wall: Sb reading raised by {100*extra_density:.1f} %")
print(f"Wall: corrected atomic ratio {atomic_ratio/(1+extra_density):.3f}")
print(f"Angle factor, Sb at 40, Ga at 30 deg: {angle_factor:.3f}")
print(f"Opening diameter, distance: {200*opening_radius:.1f}, "
      f"{100*distance:.1f} cm")
print(f"Finite-opening flux loss: {100*(1-opening_factor):.3f} %")
print(f"Collision diameters Ga, Sb2, rough: {diameter_Ga*1e9:.1f}, "
      f"{diameter_Sb2*1e9:.1f} nm")
print(f"Knudsen number Ga, Sb2: {knudsen_number(n_Ga, diameter_Ga):.2f}, "
      f"{knudsen_number(n_Sb2, diameter_Sb2):.2f}")
print(f"Sb2 jet speed bound / mean speed: {jet_factor:.3f}")
print(f"Ga speed / 150 eV electron speed: "
      f"{mean_speed(mass_Ga, T_Ga)/electron_speed:.1e}")
print("every check passed")
```

It prints:

```
Ga reading open, closed: 4.05e-07, 5.0e-09 Torr
Sb reading open, closed: 1.65e-06, 5.0e-08 Torr
Net readings Ga, Sb: 4.00e-07, 1.60e-06 Torr
T of Ga, Sb, gauge: 1200, 1250, 300 K
Masses Ga, Sb2: 69.723, 243.520 u
Sensitivity Ga, Sb2: 1.486, 3.514 (N2 = 1)
Sensitivity Sb, Sb4: 2.057, 6.429 (N2 = 1)
Beam density Ga, Sb2: 8.666e+09, 1.465e+10 cm^-3
Mean speed Ga, Sb2: 603.7, 329.7 m/s
Flux Ga, Sb2: 5.231e+14, 4.831e+14 cm^-2 s^-1
Reading ratio Sb/Ga: 4.000
Sensitivity factor: 0.4228
Mass factor: 0.5351
Temperature factor: 1.0206
Molecular flux ratio Sb2/Ga: 0.924
Atomic flux ratio Sb/Ga: 1.847
Atomic ratio, reversed T law: 1.773
Reading ratio for equal atoms: 2.166
GaSb lattice parameter, rough: 0.61 nm
Ga-limited growth: 0.973 layers/s
Ga-limited growth: 0.297 nm/s = 1.07 um/h
Simulation, Sb2/Ga flux put in: 1.4000
Simulation, recovered: 1.3995
Simulation, reversed T law: 1.3435
Calibration test, Sb T: 1000 then 1250 K
Calibration test, atomic ratio: 1.8006 (put in 1.8)
Atomic ratio, 20% sensitivity errors: 1.23 to 2.77
Atomic ratio if all Sb4: 1.428
Atomic ratio if all Sb atoms: 2.231
Wall: T 400 K, re-emitted share 5 %
Wall: Sb reading raised by 17.7 %
Wall: corrected atomic ratio 1.570
Angle factor, Sb at 40, Ga at 30 deg: 0.885
Opening diameter, distance: 2.0, 15.0 cm
Finite-opening flux loss: 0.111 %
Collision diameters Ga, Sb2, rough: 0.4, 0.6 nm
Knudsen number Ga, Sb2: 8.99, 2.36
Sb2 jet speed bound / mean speed: 1.880
Ga speed / 150 eV electron speed: 8.3e-05
every check passed
```
